# How much memory do silicon's occupied plane-wave orbitals need?

**Question.** A silicon crystal is described by a periodic cell of 64 atoms, and its orbitals are expanded in plane waves up to a kinetic energy of 10 hartree (272 eV). How much memory do the occupied orbitals take at one k-point in double-precision complex numbers, and how does this grow with the cell and the cutoff?

**Answer.** The memory is a product of three factors: the number of orbitals, the number of coefficients in each, and the bytes in each coefficient. The first and last follow from simple counting. The middle one requires a count of the reciprocal-lattice points inside a sphere.

### The number of orbitals

The nuclei and core electrons are replaced by a pseudopotential that leaves four valence electrons on each silicon atom. The cell therefore holds $64\times4=256$ electrons. Without spin polarization or spin-orbit coupling, each spatial orbital holds two of them. Silicon is treated as an insulator with fixed filling, so the same number of orbitals is occupied at every k-point:

$$
N_{\rm occ}=\frac{256}{2}=128 .
$$

An all-electron calculation would have more orbitals, and its sharp core functions would need a different basis estimate.

### The number of coefficients

Atomic units are used in the algebra, so $\hbar=m_e=1$. In a periodic cell of volume $V$, an orbital with Bloch vector $\mathbf k$ is

$$
\psi_{\mathbf k}(\mathbf r)=\frac{1}{\sqrt V}\sum_{\mathbf G}c_{\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},
$$

where $\mathbf G$ runs over the reciprocal lattice. Two derivatives of one exponential bring down $-|\mathbf k+\mathbf G|^2$, so

$$
-\tfrac12\nabla^2e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}
=\tfrac12|\mathbf k+\mathbf G|^2e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
$$

The basis keeps the waves whose kinetic energy does not exceed $E_{\rm cut}$:

$$
\tfrac12|\mathbf k+\mathbf G|^2\le E_{\rm cut}
\quad\Longleftrightarrow\quad
|\mathbf k+\mathbf G|\le G_{\max}=\sqrt{2E_{\rm cut}} .
$$

The kept points fill a sphere of radius $G_{\max}$. To count them, we need the volume that belongs to one point. Let the rows of a matrix $A$ be the cell vectors $\mathbf a_i$, and the rows of $B$ the reciprocal vectors $\mathbf b_i$. Their definition, $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$, reads $BA^{T}=2\pi I$. Taking determinants of these $3\times3$ matrices gives

$$
|\det B|\,|\det A|=(2\pi)^3,
\qquad
|\det B|=\frac{(2\pi)^3}{V}.
$$

Dividing the volume of the sphere by the volume per point gives the estimate

$$
N_{\rm pw}=\frac{4\pi}{3}G_{\max}^3\,\frac{V}{(2\pi)^3}
=\frac{4\pi}{24\pi^3}\,VG_{\max}^3
=\frac{V(2E_{\rm cut})^{3/2}}{6\pi^2}.
$$

No factor for spin appears here, because this is a count of spatial functions.

### How good is the count?

The true number $N(\mathbf k)$ is an integer that changes as points cross the surface of the sphere. Its average over $\mathbf k$ can be found without approximation. Let $\Omega=(2\pi)^3/V$ be the volume of one reciprocal cell, and let $\theta$ equal one inside the sphere and zero outside. Then

$$
\frac1\Omega\int_\Omega d^3k\,N(\mathbf k)
=\frac1\Omega\sum_{\mathbf G}\int_\Omega d^3k\,
\theta(G_{\max}-|\mathbf k+\mathbf G|).
$$

In each term, put $\mathbf q=\mathbf k+\mathbf G$. The shifted cells cover all of reciprocal space once, apart from boundaries of zero volume. The sum of integrals therefore becomes one integral over all $\mathbf q$:

$$
\frac1\Omega\int d^3q\,\theta(G_{\max}-|\mathbf q|)
=\frac1\Omega\,\frac{4\pi}{3}G_{\max}^3=N_{\rm pw}.
$$

The estimate is thus the exact k-average of the count. What remains is the deviation at a single k-point.

For a cube of edge $L$, the reciprocal points have spacing $2\pi/L$. In units of this spacing, the radius of the sphere is $R=G_{\max}L/(2\pi)$. Place a unit cube around each kept point. No part of such a cube lies farther than $\sqrt3/2$ from its centre. The cubes therefore lie inside a sphere of radius $R+\sqrt3/2$, and together they cover the sphere of radius $R-\sqrt3/2$. For $R>\sqrt3/2$ this gives

$$
\left(1-\frac{\sqrt3}{2R}\right)^3
\le\frac{N(\mathbf k)}{N_{\rm pw}}\le
\left(1+\frac{\sqrt3}{2R}\right)^3 .
$$

The allowed relative deviation shrinks as $1/R$ for large $R$. For a cube, the smooth estimate is therefore safe when the edge is long or the cutoff is high. It loses its value when $R$ is near one and the sphere holds only a few points.

### Numbers for silicon

The cell is a cube made of $2\times2\times2$ conventional cells of eight atoms. With the lattice parameter $5.43102$ Å, its edge is $L=10.86204$ Å and its volume is $V=1281.55$ Å$^3$. The cutoff gives $G_{\max}=\sqrt{20}$ in atomic units, which is $8.4511$ Å$^{-1}$. Therefore

$$
N_{\rm pw}=\frac{1281.55\times(8.4511)^3}{6\pi^2}\approx13\,062 .
$$

Here $R=8.4511\times10.862/(2\pi)\approx14.6$, so the bound above permits deviations of somewhat less than 20%. The actual ones are far smaller. Direct counting of the lattice points on an $8\times8\times8$ mesh of k-points, placed at the midpoints of equal subcells, gives between 13,036 and 13,094 waves. The mesh mean is 13,061, and its small difference from the formula reflects the finite mesh.

At $\mathbf k=0$, which is not on that mesh, the count is 13,133, or 0.54% above the formula. This lies outside the range found on the mesh. At $\mathbf k=0$, the symmetry of the cube gives up to 48 points the same length, and sets not related by symmetry can share a length too. For example, the 96 points with squared length 213, in units of the squared spacing, enter the sphere together. Such steps make larger deviations possible, although this argument does not predict the size or sign of this one.

The shape of the cell matters little at this size. A skewed 64-atom cell, built from 4, 4 and 2 repeats of the primitive face-centred vectors, has the same volume and holds 13,117 waves at $\mathbf k=0$.

### The memory

A double-precision complex number consists of two real numbers of 8 bytes each, or 16 bytes. The storage is

$$
M=16\,N_{\rm occ}N_{\rm pw}\ \text{bytes}
=16\,N_{\rm occ}\frac{V(2E_{\rm cut})^{3/2}}{6\pi^2}\ \text{bytes}.
$$

For the silicon cell,

$$
M\approx16\times128\times13\,062\ \text{bytes}
\approx26.8\times10^6\ \text{bytes}.
$$

The occupied orbitals need about **27 MB per k-point**, with 1 MB equal to $10^6$ bytes. In binary units this is 25.5 MiB, where 1 MiB is $2^{20}$ bytes. One orbital takes about 0.21 MB. With the actual count at $\mathbf k=0$, the total is 26.9 MB, so the rounded answer is unchanged.

### How it scales

Let the cell contain $N_{\rm at}$ atoms, each with $z$ valence electrons and volume $v$. Then $N_{\rm occ}=zN_{\rm at}/2$ and $V=vN_{\rm at}$. Substitution gives

$$
M=16\,\frac{zN_{\rm at}}2\,
\frac{vN_{\rm at}(2E_{\rm cut})^{3/2}}{6\pi^2}
=\frac{4zv}{3\pi^2}\,N_{\rm at}^2(2E_{\rm cut})^{3/2}
\ \text{bytes}.
$$

The square has a plain origin. A larger crystal cell has more orbitals, and each orbital needs more coefficients. At fixed cutoff and density, going from 64 to 216 atoms multiplies the storage by

$$
\left(\frac{216}{64}\right)^2=11.39,
$$

which takes 27 MB to about 305 MB. The larger cell has 432 occupied orbitals and, by direct counting at $\mathbf k=0$, 43,867 waves. The ratio from the two direct counts is 11.27. It is about 1% below the law because the count for the small cell lies 0.5% above its smooth estimate, while that for the large cell lies 0.5% below.

The total over all k-points can grow more slowly. The volume of the reciprocal cell is $(2\pi)^3/V$. If the density of k-points in reciprocal space is held fixed, their number falls as $1/N_{\rm at}$. Before any reduction by symmetry, the storage for all k-points together then grows as

$$
N_{\rm at}^2\times\frac1{N_{\rm at}}=N_{\rm at}.
$$

This holds until one k-point is left. From there on, the total grows as $N_{\rm at}^2$.

Empty space behaves differently again. If vacuum is added around a fixed number of atoms, $N_{\rm occ}$ stays the same and $V$ grows, so $M\propto V$. Vacuum costs memory because plane waves fill the whole cell, including the parts where the orbitals are small.

For a fixed cell, doubling the cutoff multiplies the storage by $2^{3/2}=2.83$. Direct counting at $\mathbf k=0$ gives 2.82. For small changes of the cutoff and the lattice parameter $a$, with the number of atoms fixed, the logarithm of $M$ gives

$$
\frac{\delta M}{M}\approx\frac32\frac{\delta E_{\rm cut}}{E_{\rm cut}}
+3\frac{\delta a}{a},
$$

since $V\propto a^3$. By this formula, a lattice parameter larger by 1% raises the storage by 3.0%. At a single k-point the rise can differ, because the count changes in steps: direct counting at $\mathbf k=0$ gives 2.0%. Choosing the cutoff is therefore a much larger source of uncertainty than the lattice parameter: a factor of two in cutoff is a realistic range, while a factor of two in lattice parameter is not.

### What the 27 MB leaves out

The estimate covers one array of coefficients. The peak memory of a calculation depends on what else is kept.

**Real-space grids.** The density contains products $\psi^*\psi$, whose Fourier components are differences of two kept $\mathbf G$ vectors. Along one edge of the cube, kept indices lie within an interval of length $2R\approx29.2$. Their differences are integers from $-29$ to $29$, which makes 59 values. A grid with $n$ points cannot distinguish indices that differ by $n$. With 58 points, $-29$ and $29$ would be confused, so 59 points are needed if the grid is to serve every k-point. The next convenient size for a fast Fourier transform is $60=2^2\times3\times5$. One orbital on this grid takes

$$
16\times60^3\ \text{bytes}=3.456\ \text{MB},
$$

and all 128 take 442 MB, which is 16.5 times the coefficient storage. Most of this factor is geometric. A cube of edge $4R$ has $(4R)^3/(4\pi R^3/3)=48/\pi\approx15.3$ times the volume of the sphere, and rounding up to 60 points supplies the rest. A program that transforms one orbital at a time needs one such grid instead of 128.

**Pseudopotential projectors.** The nonlocal part of a pseudopotential acts through projector functions centred on the atoms. The GTH-PADE pseudopotential for silicon has two radial functions of s type and one of p type. With one and three angular components respectively, this makes $2\times1+1\times3=5$ projectors per atom and 320 in the cell. Stored as complex plane-wave coefficients, they take $320/128=2.5$ times as much memory as the orbitals, or 67 MB. Computing them when needed exchanges this memory for time.

**Work arrays.** An iterative solver that keeps $H\psi$ for all orbitals beside $\psi$ needs a second array of the same size. The two together take 54 MB.

**Spin.** With noncollinear spin, each orbital has two components and holds one electron. There are then 256 occupied orbitals with twice as many coefficients each, so the storage rises fourfold to 107 MB.

**Several k-points.** A $2\times2\times2$ mesh shifted by half a step along each axis has the eight points $(\pm\tfrac14,\pm\tfrac14,\pm\tfrac14)$, in units of the reciprocal vectors. With each $\mathbf k$ it also contains $-\mathbf k$. Without a magnetic field or spin-orbit coupling, the Hamiltonian is real in position space, so $\psi_{\mathbf k}^*$ is a solution at $-\mathbf k$ with the same energy. Four points then suffice. Holding all their orbitals at once also takes 107 MB, while treating them in turn and saving the others elsewhere keeps the working array at 27 MB. This count uses time reversal only. In the perfect crystal, the cubic point operations carry all eight points into one another, so a single point, and 27 MB, is enough. A defect or displaced atoms can lower the symmetry and bring back up to four.

**A saving at $\mathbf k=0$.** Under the same conditions, the real and imaginary parts of a solution at $\mathbf k=0$ are themselves solutions, unless one of them vanishes. The orbitals can therefore be chosen real. Equating $\psi$ with $\psi^*$ and comparing the coefficients of each exponential gives

$$
c_{-\mathbf G}=c_{\mathbf G}^* .
$$

One member of each pair is enough, together with the coefficient at $\mathbf G=0$. The 13,133 coefficients reduce to $(13\,133+1)/2=6567$, and the storage falls to 13.4 MB.

### Reading the result for real silicon work

The lattice parameter used here is that of real silicon. The cutoff is an input, and nothing above shows that it converges an energy, a force or a stress. As a rough guide, norm-conserving silicon pseudopotentials call for cutoffs of about 10 to 20 hartree, depending on the pseudopotential and the accuracy sought. For GTH-PADE in the local-density approximation, with a two-atom cell and one k-point, the total energy per atom lies about 80 meV above its 30-hartree value at 10 hartree, about 10 meV above at 15 hartree and about 3 meV above at 20 hartree. At the upper end, the same 128 orbitals would take about 76 MB.

Device silicon is doped, which breaks the assumption of completely filled and completely empty bands. At $10^{18}$ cm$^{-3}$, however, there is only one dopant per 50,000 atoms, and a 64-atom cell usually represents the undoped host crystal. One dopant in this cell would correspond to $1/V\approx8\times10^{20}$ cm$^{-3}$, a very heavy doping. A donor brings one electron more than the 128 orbitals can hold, so at least one extra orbital is needed, and each adds $1/128$, or 0.8%, to the storage. An acceptor described by three valence electrons, such as boron, leaves a hole among the 128 orbitals and by itself requires no extra one. A gallium pseudopotential that also keeps the ten 3d electrons requires five more orbitals. A calculation that also needs many empty bands, for example for optical absorption, must replace $N_{\rm occ}$ by the total number of bands kept. With as many empty as occupied bands, the 27 MB becomes 54 MB at the same cutoff.
